# Cochran's law, Curie-Weiss permittivity and the factor two from Landau theory: a numerical check

```python
"""
Soft mode of a uniaxial ferroelectric with a continuous transition.
Free energy density: f = a P^2/2 + b P^4/4, with a = a0 (T - Tc).
Equation of motion:  mu P'' = -df/dP + E.
Result under test:
  omega_TO^2 = a0 (T - Tc)/mu above Tc, 2 a0 (Tc - T)/mu below Tc;
  eps(0)/eps_b = omega_LO^2/omega_TO^2 (Lyddane-Sachs-Teller);
  eps(0) = eps_b + C/(T - Tc) above, eps_b + C/(2 (Tc - T)) below,
  with C = 1/(eps0 a0).
P: polarization of the soft mode (C/m^2); E: macroscopic field (V/m);
mu: inertia; eps_b: relative permittivity of all faster polarization.
Frequencies are timed on the nonlinear equation of motion, and
permittivities come from equilibrium states in a small static field.
"""
import numpy as np
from scipy.constants import epsilon_0, c as light_speed
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

Tc = 300.0          # K
a0 = 1.0e6          # J m C^-2 K^-1
b = 1.0e9           # J m^5 C^-4
mu = 1.5e-18        # J m s^2 C^-2
eps_b = 5.0
amplitude = 1.0e-5  # C/m^2, small oscillation
probe_field = 100.0  # V/m, small static field


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def equilibrium(coefficients, field=0.0):
    """Largest real root of df/dP = field: the upper domain."""
    poly = np.array(coefficients, dtype=float)
    poly[-1] -= field
    roots = np.roots(poly)
    return max(roots[np.abs(roots.imag) < 1e-9].real)


def static_stiffness(state):
    """dE/dP from equilibrium states at two small opposite fields."""
    return 2 * probe_field / (state(probe_field) - state(-probe_field))


def timed_omega2(restoring_field, p_rest, span_ps):
    """Squared angular frequency (rad^2/ps^2) from timed zero crossings."""
    def rhs(t, y):
        force = restoring_field(p_rest + amplitude * y[0])
        return [y[1], -force / (mu * amplitude) * 1e-24]

    def upward(t, y):
        return y[0]
    upward.direction = 1
    run = solve_ivp(rhs, (0, span_ps), [1.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-12, events=upward)
    times = run.t_events[0]
    assert len(times) >= 2
    period = (times[-1] - times[0]) / (len(times) - 1)
    return (2 * np.pi / period) ** 2


def to_and_lo(coefficients, p_rest):
    """TO: no oscillating field. LO: oscillating displacement D is zero."""
    def transverse(p):
        return np.polyval(coefficients, p)

    def longitudinal(p):
        return transverse(p) + (p - p_rest) / (epsilon_0 * eps_b)
    return (timed_omega2(transverse, p_rest, 10.0),
            timed_omega2(longitudinal, p_rest, 0.5))


print(f"Tc = {Tc:.0f} K, a0 = {a0:.2e} J m C^-2 K^-1")
print(f"b = {b:.2e} J m^5 C^-4, mu = {mu:.2e} J m s^2 C^-2")
print(f"background permittivity eps_b = {eps_b:.1f}")
curie = 1 / (epsilon_0 * a0)
print(f"Curie constant C = 1/(eps0 a0) = {curie:.5e} K")
gap = 1e-24 / (mu * epsilon_0 * eps_b)
print(f"1/(mu eps0 eps_b) = {gap:.3f} rad^2/ps^2")

# Main model on both sides of the transition
offsets = np.array([-40.0, -20.0, -10.0, 10.0, 20.0, 40.0])
to2, lo2, eps_static = {}, {}, {}
print("Timed modes and static-field permittivity:")
for d in offsets:
    a = a0 * d
    coeffs = [b, 0, a, 0]
    ps = equilibrium(coeffs)
    to2[d], lo2[d] = to_and_lo(coeffs, ps)
    stiffness = static_stiffness(lambda e: equilibrium(coeffs, e))
    eps_static[d] = eps_b + 1 / (epsilon_0 * stiffness)
    factor = 1 if d > 0 else 2
    assert close(to2[d], factor * abs(a) / mu * 1e-24, 1e-6)
    assert close(lo2[d] - to2[d], gap, 1e-6)
    assert close(eps_static[d] / eps_b, lo2[d] / to2[d], 1e-5)
    assert close(eps_static[d], eps_b + curie / (factor * abs(d)), 1e-6)
    if d < 0:
        assert close(ps**2, a0 * abs(d) / b, 1e-10)
    print(f"T-Tc = {d:+.0f} K: P_s = {ps:.4f} C/m^2, "
          f"omega_TO^2 = {to2[d]:.4f} rad^2/ps^2")
    print(f"   nu_TO = {np.sqrt(to2[d])/(2*np.pi):.4f} THz, "
          f"nu_LO = {np.sqrt(lo2[d])/(2*np.pi):.4f} THz")
    print(f"   eps(0) = {eps_static[d]:.2f}, "
          f"eps_b*LO^2/TO^2 = {eps_b*lo2[d]/to2[d]:.2f}")

above = offsets[offsets > 0]
below = offsets[offsets < 0]
slope_above, cut_above = np.polyfit(above, [to2[d] for d in above], 1)
slope_below, cut_below = np.polyfit(below, [to2[d] for d in below], 1)
assert close(slope_below / slope_above, -2.0, 1e-5)
assert abs(cut_above) < 1e-4 and abs(cut_below) < 1e-4
print(f"slope of omega_TO^2 above Tc = {slope_above:.5f} rad^2/ps^2/K")
print(f"slope of omega_TO^2 below Tc = {slope_below:.5f} rad^2/ps^2/K")
print(f"signed slope ratio below/above = {slope_below/slope_above:.5f}")
print(f"nu_TO(-10 K)/nu_TO(+10 K) = {np.sqrt(to2[-10.]/to2[10.]):.5f}")
wavenumber = np.sqrt(to2[10.0]) * 1e12 / (2 * np.pi * light_speed * 100)
print(f"TO wavenumber at +10 K = {wavenumber:.2f} cm^-1")
lo_change = np.sqrt(lo2[40.0] / lo2[10.0]) - 1
print(f"relative LO change, +10 to +40 K = {100*lo_change:.4f} percent")

# Sextic term c6 P^6/6: ratio of stiffness to |a| in the ordered phase
c6 = 1.0e10
print(f"sextic coefficient c6 = {c6:.1e} J m^9 C^-6")
for quartic, d in ((b, -1.0), (b, -40.0), (0.0, -10.0)):
    coeffs = [c6, 0, quartic, 0, a0 * d, 0]
    ps = equilibrium(coeffs)
    ratio = static_stiffness(lambda e: equilibrium(coeffs, e)) / (a0 * -d)
    formula = (2*quartic + 4*c6*ps**2) / (quartic + c6*ps**2)
    assert close(ratio, formula, 1e-4)
    print(f"b = {quartic:.1e} J m^5 C^-4, T-Tc = {d:.0f} K: "
          f"K/|a| = {ratio:.4f}")
    if quartic == 0.0:
        mode, _ = to_and_lo(coeffs, ps)
        assert close(mode, 4 * a0 * -d / mu * 1e-24, 1e-6)

# Strain s with energy c s^2/2 - q s P^2
b_clamped, elastic, coupling = 1.5e9, 1.0e11, 5.0e9
b_free = b_clamped - 2 * coupling**2 / elastic
a = -10.0 * a0


def relaxed(field=0.0):
    """Joint equilibrium of P and strain by alternating minimization."""
    strain = 0.0
    for _ in range(80):
        p = equilibrium([b_clamped, 0, a - 2*coupling*strain, 0], field)
        strain = coupling * p**2 / elastic
    return p, strain


ps, strain = relaxed()
frozen = [b_clamped, 0, a - 2 * coupling * strain, 0]
free_ratio = static_stiffness(lambda e: relaxed(e)[0]) / abs(a)
clamped_stiffness = static_stiffness(lambda e: equilibrium(frozen, e))
mode_to2, mode_lo2 = to_and_lo(frozen, ps)
mode_ratio = mode_to2 * 1e24 * mu / abs(a)
eps_clamped = eps_b + 1 / (epsilon_0 * clamped_stiffness)
eps_free = eps_b + 1 / (epsilon_0 * free_ratio * abs(a))
assert close(ps**2, abs(a) / b_free, 1e-9)
assert close(free_ratio, 2.0, 1e-5)
assert close(mode_ratio, 2 * b_clamped / b_free, 1e-5)
assert close(eps_clamped / eps_b, mode_lo2 / mode_to2, 1e-5)
print(f"strain: b = {b_clamped:.2e}, b_free = {b_free:.2e} J m^5 C^-4")
print(f"strain: c = {elastic:.1e} J/m^3, q = {coupling:.1e} J m C^-2")
print(f"free static K/|a| = {free_ratio:.4f}, "
      f"frozen-strain mode = {mode_ratio:.4f}")
print(f"at -10 K: eps free = {eps_free:.1f}, clamped = {eps_clamped:.1f}, "
      f"eps_b*LO^2/TO^2 = {eps_b*mode_lo2/mode_to2:.1f}")

# Classical sites, energy x^2/2 + x^4/4 - J <x> x, by thermal averages
J = 2.0
x = np.linspace(-8, 8, 4001)


def moments(temperature, field):
    """Mean and variance of the site displacement (k_B = 1)."""
    exponent = -(x**2/2 + x**4/4 - field*x) / temperature
    weight = np.exp(exponent - exponent.max())
    weight /= weight.sum()
    mean = weight @ x
    return mean, weight @ (x - mean)**2


site_tc = brentq(lambda t: J * moments(t, 0.0)[1] / t - 1, 0.05, 20,
                 xtol=1e-14)


def inverse_susceptibility(reduced):
    temperature = site_tc * (1 + reduced)
    mean = 0.0
    if reduced < 0:
        mean = brentq(lambda m: moments(temperature, J*m)[0] - m,
                      1e-3, 4.0, xtol=1e-14)
    return temperature / moments(temperature, J * mean)[1] - J


print(f"site model: J = {J:.1f}, Tc = {site_tc:.5f} (dimensionless)")
ratios = []
for t in (0.02, 0.005, 0.00125):
    ratios.append(inverse_susceptibility(-t) / inverse_susceptibility(t))
    print(f"site model, |T-Tc|/Tc = {t:.5f}: "
          f"stiffness ratio below/above = {ratios[-1]:.5f}")
limit = (4 * ratios[2] - ratios[1]) / 3
linearity = inverse_susceptibility(0.0025) / inverse_susceptibility(0.00125)
assert abs(limit - 2) < 2e-3
assert abs(linearity - 2) < 1e-2
print(f"site model: ratio extrapolated to Tc = {limit:.5f}")
print(f"site model: stiffness ratio on doubling T-Tc = {linearity:.5f}")
print("tests ok")
```

It prints:

```
Tc = 300 K, a0 = 1.00e+06 J m C^-2 K^-1
b = 1.00e+09 J m^5 C^-4, mu = 1.50e-18 J m s^2 C^-2
background permittivity eps_b = 5.0
Curie constant C = 1/(eps0 a0) = 1.12941e+05 K
1/(mu eps0 eps_b) = 15058.788 rad^2/ps^2
Timed modes and static-field permittivity:
T-Tc = -40 K: P_s = 0.2000 C/m^2, omega_TO^2 = 53.3333 rad^2/ps^2
   nu_TO = 1.1623 THz, nu_LO = 19.5651 THz
   eps(0) = 1416.76, eps_b*LO^2/TO^2 = 1416.76
T-Tc = -20 K: P_s = 0.1414 C/m^2, omega_TO^2 = 26.6667 rad^2/ps^2
   nu_TO = 0.8219 THz, nu_LO = 19.5479 THz
   eps(0) = 2828.52, eps_b*LO^2/TO^2 = 2828.52
T-Tc = -10 K: P_s = 0.1000 C/m^2, omega_TO^2 = 13.3333 rad^2/ps^2
   nu_TO = 0.5812 THz, nu_LO = 19.5392 THz
   eps(0) = 5652.05, eps_b*LO^2/TO^2 = 5652.05
T-Tc = +10 K: P_s = 0.0000 C/m^2, omega_TO^2 = 6.6667 rad^2/ps^2
   nu_TO = 0.4109 THz, nu_LO = 19.5349 THz
   eps(0) = 11299.09, eps_b*LO^2/TO^2 = 11299.09
T-Tc = +20 K: P_s = 0.0000 C/m^2, omega_TO^2 = 13.3333 rad^2/ps^2
   nu_TO = 0.5812 THz, nu_LO = 19.5392 THz
   eps(0) = 5652.05, eps_b*LO^2/TO^2 = 5652.05
T-Tc = +40 K: P_s = 0.0000 C/m^2, omega_TO^2 = 26.6667 rad^2/ps^2
   nu_TO = 0.8219 THz, nu_LO = 19.5479 THz
   eps(0) = 2828.52, eps_b*LO^2/TO^2 = 2828.52
slope of omega_TO^2 above Tc = 0.66667 rad^2/ps^2/K
slope of omega_TO^2 below Tc = -1.33333 rad^2/ps^2/K
signed slope ratio below/above = -2.00000
nu_TO(-10 K)/nu_TO(+10 K) = 1.41421
TO wavenumber at +10 K = 13.71 cm^-1
relative LO change, +10 to +40 K = 0.0664 percent
sextic coefficient c6 = 1.0e+10 J m^9 C^-6
b = 1.0e+09 J m^5 C^-4, T-Tc = -1 K: K/|a| = 2.0196
b = 1.0e+09 J m^5 C^-4, T-Tc = -40 K: K/|a| = 2.4689
b = 0.0e+00 J m^5 C^-4, T-Tc = -10 K: K/|a| = 4.0000
strain: b = 1.50e+09, b_free = 1.00e+09 J m^5 C^-4
strain: c = 1.0e+11 J/m^3, q = 5.0e+09 J m C^-2
free static K/|a| = 2.0000, frozen-strain mode = 3.0000
at -10 K: eps free = 5652.0, clamped = 3769.7, eps_b*LO^2/TO^2 = 3769.7
site model: J = 2.0, Tc = 0.81579 (dimensionless)
site model, |T-Tc|/Tc = 0.02000: stiffness ratio below/above = 2.03230
site model, |T-Tc|/Tc = 0.00500: stiffness ratio below/above = 2.00803
site model, |T-Tc|/Tc = 0.00125: stiffness ratio below/above = 2.00200
site model: ratio extrapolated to Tc = 2.00000
site model: stiffness ratio on doubling T-Tc = 1.99943
tests ok
```
